# Debye–Hückel free energy from the classical limit of the ring sum

## The form of the answer

Take electrons of number density $n$ at temperature $T$ in a rigid, uniform, neutralizing background. In Gaussian units the interaction has the Fourier transform $v(q)=4\pi e^2/q^2$. The background cancels the $q=0$ term.

A weak potential energy $\varphi$ changes the density of a classical ideal gas from $n$ to $ne^{-\beta\varphi}\approx n-\beta n\varphi$, with $\beta=1/kT$. The static response function is therefore $\chi_0=-\beta n$. A ring diagram is a closed chain of factors $v\chi_0$, and here

$$v\chi_0=-\frac{\kappa^2}{q^2},\qquad \kappa^2=\frac{4\pi ne^2}{kT}.$$

Charge and density enter the classical static ring sum through $\kappa$ alone, and $1/\kappa$ is the one length available. A free energy per volume built from $kT$ and this length must be

$$f=C\,kT\kappa^3,$$

with $C$ a pure number. Since $\kappa^3\propto e^3$, this is not an integer power of $e^2$, so no single order of perturbation theory can produce it. It remains to find $C$, and to establish when the quantum ring sum reduces to the static classical one.

## Stage 1: classical electrons

Multiply the interaction by $\lambda$, which runs from 0 to 1 at fixed particle number $N$ and volume $V$. With $\rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$,

$$H_\lambda=K+\frac{\lambda}{2V}\sum_{\mathbf q\ne0}v(q)\left(\rho_{\mathbf q}\rho_{-\mathbf q}-N\right).$$

The $-N$ removes each electron's interaction with itself. Differentiating $F=-kT\ln\mathrm{Tr}\,e^{-\beta H_\lambda}$ gives $\partial F/\partial\lambda=\langle\partial H_\lambda/\partial\lambda\rangle$. With $nS_\lambda(q)=\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle/V$, the free energy density obeys

$$\frac{\partial f}{\partial\lambda}=\frac12\int\frac{d^3q}{(2\pi)^3}\,v(q)\,n\,[S_\lambda(q)-1].\tag{1}$$

To find $S_\lambda$, apply a weak external potential energy $\varphi_{\mathbf q}$. It adds $V^{-1}\sum_{\mathbf q}\varphi_{\mathbf q}\rho_{-\mathbf q}$ to the energy. Expanding the Boltzmann factor to first order gives

$$\delta n_{\mathbf q}=-\frac{\beta}{V}\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle\varphi_{\mathbf q}=-\beta nS_\lambda\varphi_{\mathbf q}.$$

The random-phase approximation (RPA) lets the electrons respond as an ideal gas to the external potential plus the mean potential of the displaced charge:

$$\delta n_{\mathbf q}=-\beta n(\varphi_{\mathbf q}+\lambda v\,\delta n_{\mathbf q})
\;\Rightarrow\;
\delta n_{\mathbf q}=\frac{-\beta n\,\varphi_{\mathbf q}}{1+\lambda\kappa^2/q^2}.$$

Comparing the two expressions,

$$S_\lambda(q)=\frac{q^2}{q^2+\lambda\kappa^2}.$$

Long-wavelength density fluctuations are suppressed because they cost electrostatic energy. Insert this in (1), with $vn=kT\kappa^2/q^2$ and $d^3q\to4\pi q^2dq$:

$$\frac{\partial f}{\partial\lambda}=-\frac{kT\kappa^4\lambda}{4\pi^2}\int_0^\infty\frac{dq}{q^2+\lambda\kappa^2}
=-\frac{kT\kappa^4\lambda}{4\pi^2}\,\frac{\pi}{2\sqrt\lambda\,\kappa}
=-\frac{kT\kappa^3}{8\pi}\sqrt\lambda .$$

Since $\int_0^1\sqrt\lambda\,d\lambda=2/3$,

$$f_{\rm DH}=-\frac{kT\kappa^3}{12\pi},\qquad C=-\frac1{12\pi}.$$

**Check on the energy.** At $\lambda=1$, equation (1) is the interaction energy density, $u=-kT\kappa^3/(8\pi)$. Thermodynamics requires $u=\partial(\beta f)/\partial\beta$ at fixed $n$. Here $\beta f_{\rm DH}=-\kappa^3/(12\pi)\propto\beta^{3/2}$, so the derivative is $\tfrac32f_{\rm DH}=-kT\kappa^3/(8\pi)$, as needed.

**Check in real space.** The pair correlation $h(r)$ is defined by $nh(r)=\int\frac{d^3q}{(2\pi)^3}(S-1)e^{i\mathbf q\cdot\mathbf r}$, with $S-1=-\kappa^2/(q^2+\kappa^2)$. The transform of $e^{-\kappa r}/(4\pi r)$ is $\frac1q\int_0^\infty e^{-\kappa r}\sin qr\,dr=1/(q^2+\kappa^2)$. Hence

$$h(r)=-\frac{\kappa^2}{4\pi n}\frac{e^{-\kappa r}}{r}=-\frac{e^2}{kT}\frac{e^{-\kappa r}}{r}.$$

Each electron is surrounded by a depleted region of radius about $1/\kappa$, which lowers the energy. But a pair correlation cannot be less than $-1$, and this one is for $r\lesssim e^2/kT$. Linear screening is thus credible as a description of the whole plasma when that distance is much smaller than $1/\kappa$, that is, when $\kappa e^2/kT\ll1$.

## Stage 2: quantum electrons and all frequencies

In quantum mechanics $\rho_{\mathbf q}$ does not commute with the kinetic energy, so equal-time fluctuations no longer follow from the static response alone. Define, for $0\le\tau\le\beta\hbar$,

$$C_\lambda(q,\tau)=\frac1V\langle e^{\tau H_\lambda/\hbar}\rho_{\mathbf q}e^{-\tau H_\lambda/\hbar}\rho_{-\mathbf q}\rangle,$$

$$\chi_\lambda(q,i\omega_l)=-\frac1\hbar\int_0^{\beta\hbar}d\tau\,e^{i\omega_l\tau}C_\lambda(q,\tau),\qquad \omega_l=\frac{2\pi l\,kT}{\hbar}.$$

The trace is cyclic and $\rho_{\mathbf q}$ commutes with $\rho_{-\mathbf q}$, so $C_\lambda$ has equal values at the two ends of the interval. Its Fourier series at $\tau=0$ then gives

$$nS_\lambda(q)=-kT\sum_{l=-\infty}^{\infty}\chi_\lambda(q,i\omega_l).$$

If $C_\lambda$ does not depend on $\tau$, the $l=0$ term alone is nonzero, and $\chi_\lambda(q,0)=-\beta nS_\lambda$ as in Stage 1.

This $\chi_\lambda$ is a response function. Let the external potential energy vary in imaginary time as $\varphi_{\mathbf q}e^{-i\omega_l\tau}$, and expand the $\tau$-ordered statistical operator to first order, with $C_\lambda$ continued periodically. Then $\delta n_{\mathbf q}(\tau)=-\frac1\hbar\int_0^{\beta\hbar}d\tau'\,C_\lambda(q,\tau-\tau')\,\varphi_{\mathbf q}e^{-i\omega_l\tau'}=\chi_\lambda(q,i\omega_l)\,\varphi_{\mathbf q}e^{-i\omega_l\tau}$. The RPA again lets the electrons respond as an ideal gas to the external plus induced potential, $\delta n_{\mathbf q}=\chi_0(\varphi_{\mathbf q}+\lambda v\,\delta n_{\mathbf q})$, separately at each frequency: $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$, where $\chi_0(q,i\omega_l)$ belongs to the ideal gas of the same density. Equation (1) becomes

$$\frac{\partial f}{\partial\lambda}=\frac12\int\frac{d^3q}{(2\pi)^3}\left[-kT\sum_l\frac{v\chi_0}{1-\lambda v\chi_0}-vn\right].$$

Its value at $\lambda=0$ is the first-order energy $f_x=\frac12\int\frac{d^3q}{(2\pi)^3}vn(S_0-1)$, which is exchange and is treated in Stage 5. Subtract it, and use $\int_0^1d\lambda\,v\chi_0/(1-\lambda v\chi_0)=-\ln(1-v\chi_0)$:

$$f_{\rm ring}=\frac{kT}2\sum_l\int\frac{d^3q}{(2\pi)^3}\left[\ln(1-v\chi_0)+v\chi_0\right].\tag{2}$$

Expanding the logarithm gives $-\frac12(v\chi_0)^2-\frac13(v\chi_0)^3-\dots$, the rings with two, three and more factors. Because $N$ was fixed throughout, (2) is a free energy at given density and needs no conversion from a grand potential.

## Stage 3: the ideal response

Assume a nondegenerate gas, so that the momenta $\hbar\mathbf k$ follow the Maxwell distribution. With

$$\Lambda=\frac{\hbar}{\sqrt{mkT}},$$

this requires a small fugacity, $\tfrac12(2\pi)^{3/2}n\Lambda^3\approx7.9\,n\Lambda^3\ll1$, written $n\Lambda^3\ll1$ for short below. Conduction electrons in a metal at ordinary temperatures violate this condition, and the result below does not apply to them.

In $C_0$, $\rho_{-\mathbf q}$ raises the momentum of one electron by $\hbar\mathbf q$ and $\rho_{\mathbf q}$ returns it. The same electron must do both. Write $s=\tau/(\beta\hbar)$, and let $k_\parallel$ be the component of $\mathbf k$ along $\mathbf q$. The energy cost is

$$\beta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})=\Lambda^2qk_\parallel+\tfrac12\Lambda^2q^2 .$$

Since $k_\parallel$ is Gaussian with variance $1/\Lambda^2$, we have $\langle e^{-s\Lambda^2qk_\parallel}\rangle=e^{s^2\Lambda^2q^2/2}$. Therefore

$$C_0=n\,e^{-as(1-s)},\qquad a=\tfrac12\Lambda^2q^2,$$

$$\chi_0(q,i\omega_l)=-\beta n\,g_l(a),\qquad g_l(a)=\int_0^1ds\,\cos(2\pi ls)\,e^{-as(1-s)}.$$

The sine part vanishes by the symmetry $s\to1-s$. The program tests this formula against the momentum integral with Fermi occupations. At $\Lambda q=1$ both give 0.92069 for $l=0$ and 0.02349 for $l=1$.

For small $a$, expand the exponential. As $\int_0^1s(1-s)ds=1/6$, $g_0\approx1-a/6$. For $l\ne0$ the constant 1 integrates to zero, and two integrations by parts give $\int_0^1\cos(2\pi ls)\,s(1-s)\,ds=-2/(2\pi l)^2$. So

$$g_0\approx1-\frac a6,\qquad g_l\approx\frac{a}{2\pi^2l^2}\quad(l\neq0).\tag{3}$$

Physically, an electron spreads over a distance of order $\Lambda$ in imaginary time. A density wave much longer than $\Lambda$ does not resolve this motion, so its correlation is nearly constant in $\tau$, and its components at nonzero frequency are small, of order $\Lambda^2q^2$. In the rings they are multiplied by $v(q)$, and (3) gives $-v\chi_0\to\kappa^2\Lambda^2/(2\pi l)^2$ as $q\to0$. This is finite, and small when $\kappa\Lambda\ll1$.

## Stage 4: the classical limit

Let $\hbar\to0$ at fixed $n$, $T$ and $q$. Then $a\to0$, $g_0\to1$, and every other $g_l\to0$. Equation (2) reduces to its zero-frequency term with the classical response:

$$f\to\frac{kT}{2}\int\frac{d^3q}{(2\pi)^3}\left[\ln\!\left(1+\frac{\kappa^2}{q^2}\right)-\frac{\kappa^2}{q^2}\right]
=\frac{kT\kappa^3}{4\pi^2}\,I,$$

$$I=\int_0^\infty dx\,x^2\left[\ln(1+x^{-2})-x^{-2}\right],\qquad x=\frac q\kappa .$$

To evaluate $I$, stop at $x=X$. Since $\frac{d}{dx}\ln(1+x^{-2})=-\frac{2}{x(x^2+1)}$, integration by parts gives

$$\int_0^Xx^2\ln(1+x^{-2})dx=\frac{X^3}3\ln(1+X^{-2})+\frac23\int_0^X\frac{x^2dx}{x^2+1},$$

and the last integral is $X-\arctan X$. The subtracted term contributes $-X$. For large $X$ the boundary term is $X/3-1/(6X)+\dots$, so the terms linear in $X$ cancel: $\frac13+\frac23-1=0$. What remains is $-\frac23\cdot\frac\pi2$:

$$I=-\frac\pi3,\qquad f\to-\frac{kT\kappa^3}{12\pi}.$$

This agrees with Stage 1, where the coupling integral was done after the $q$ integral instead of before it.

**Test on a single order.** The two-factor ring alone, with a lower cut-off $q_{\min}$, is

$$\frac{kT}{4\pi^2}\int_{q_{\min}}^\infty dq\,q^2\left(-\frac{\kappa^4}{2q^4}\right)=-\frac{kT\kappa^4}{8\pi^2q_{\min}} .$$

It is 4.8 times $f_{\rm DH}$ for $q_{\min}=0.1\kappa$ and 48 times for $0.01\kappa$. The rings must be summed before the $q$ integral. The logarithm replaces the $1/q^4$ growth by a harmless $\ln q$ and $1/q^2$, and this happens at $q\sim\kappa$.

## Stage 5: what the limit leaves out

The limit was taken at fixed $q$, but the integral extends to $q\sim1/\Lambda$, where $a$ is not small. The error needs an estimate. Let

$$t=\kappa\Lambda=\frac{\hbar\omega_p}{kT},\qquad \omega_p^2=\frac{4\pi ne^2}{m},$$

and suppose $t\ll1$. There are two regions.

- For $q\sim\kappa$, $a\sim t^2$. By (3) the integrand changes by a relative amount of order $t^2$.
- For $q\gg\kappa$, $|v\chi_0|\ll1$ and the bracket in (2) is $-\frac12(v\chi_0)^2$ to leading order.

Using the quadratic form at all $q$ costs only terms of relative order $t^2$, because the difference from the classical integrand carries a factor $\Lambda^2q^2$ at small $q$. Hence

$$f_{\rm ring}-f_{\rm DH}=\frac{kT\kappa^4}{8\pi^2}\int_0^\infty\frac{dq}{q^2}\Big[1-\sum_lg_l^2\Big]+O(kT\kappa^3t^2).$$

The $g_l$ are Fourier coefficients of $e^{-as(1-s)}$, so Parseval's identity gives $\sum_lg_l^2=\int_0^1ds\,e^{-\Lambda^2q^2s(1-s)}$. One integration by parts gives

$$\int_0^\infty\frac{1-e^{-cq^2}}{q^2}dq=2c\int_0^\infty e^{-cq^2}dq=\sqrt{\pi c}.$$

With $c=\Lambda^2s(1-s)$ we need $\int_0^1\sqrt{s(1-s)}\,ds=\pi/8$, the area of a half-disc of radius $\frac12$. The difference is $kT\kappa^4\Lambda\sqrt\pi/(64\pi)$, and dividing by $f_{\rm DH}$,

$$\frac{f_{\rm ring}}{f_{\rm DH}}=1-\frac{3\sqrt\pi}{16}\,t+O(t^2).\tag{4}$$

The correction vanishes with $\hbar$, which justifies the limit of the ring sum. Equation (4) is a statement about the ring sum. Its linear term is of second order in $e^2$ and comes from separations of order $\Lambda$, so it describes the actual gas only if the repulsion is weak there, $e^2/(kT\Lambda)\ll1$. That condition fails as $\hbar\to0$ at fixed $T$.

It can be divided between the frequencies. Keeping $g_0^2$ alone, written as a double integral over $s$ and $s'$, replaces $\pi/8=0.3927$ by

$$J_0=\int_0^1\!\!ds\int_0^1\!\!ds'\sqrt{\tfrac12[s(1-s)+s'(1-s')]}=0.4020 .$$

The $l=0$ term thus contributes $-\frac{3}{2\sqrt\pi}J_0t=-0.3402\,t$ to (4). All other frequencies together contribute $\frac{3}{2\sqrt\pi}(J_0-\frac\pi8)t=+0.0079\,t$. The two parts have opposite signs. The reduction comes entirely from the weakened static response, about three quarters of it from $q>1/\Lambda$, and the nonzero frequencies give back about 2% of it. Dropping the nonzero frequencies is therefore not the whole classical limit: the static response must be made classical too.

The program sums (2) numerically with $|l|\le200$ and tests these coefficients:

| $t$ | $l=0$ part$/f_{\rm DH}$ | $f_{\rm ring}/f_{\rm DH}$ |
|---|---|---|
| 0.20 | 0.9366 | 0.9382 |
| 0.05 | 0.9833 | 0.9837 |
| 0.01 | 0.9966 | 0.9967 |

**Exchange.** The term $f_x$ set aside in Stage 2 vanishes for Boltzmann statistics, where $S_0=1$. For fermions of spin $\frac12$, scattering into occupied states is blocked, and $n(S_0-1)=-2\int\frac{d^3k}{(2\pi)^3}f_{\mathbf k}f_{\mathbf k+\mathbf q}$, where $f_{\mathbf k}$ is the occupation per spin state. Each spin has density $n/2$, so

$$f_x=-\left(\frac n2\right)^2\left\langle\frac{4\pi e^2}{|\mathbf k-\mathbf k'|^2}\right\rangle .$$

The difference of two Maxwell wave vectors is Gaussian with variance $\sigma^2=2/\Lambda^2$ per component. In three dimensions

$$\left\langle\frac1{Q^2}\right\rangle=\frac{4\pi}{(2\pi\sigma^2)^{3/2}}\int_0^\infty e^{-Q^2/2\sigma^2}dQ=\frac1{\sigma^2}=\frac{\Lambda^2}2 ,$$

$$f_x=-\frac\pi2n^2e^2\Lambda^2,\qquad \frac{f_x}{f_{\rm DH}}=\frac{3\pi}2\,\frac{n\Lambda^2}{\kappa}.$$

The ratio follows from $ne^2=kT\kappa^2/4\pi$. It vanishes as $\hbar^2$. Exchange terms of higher order in $e^2$ lie outside the ring sum. The next one is of relative order $e^2/(kT\Lambda)$ and of opposite sign, so $f_x$ measures the size of exchange only when $e^2/(kT\Lambda)\ll1$. At finite $\hbar$, neglecting $f_x$ requires $n\Lambda^2\ll\kappa$. Because $n\Lambda^2/\kappa=n\Lambda^3/t$ and $t\ll1$, this is stricter than $n\Lambda^3\ll1$.

## A dilute electron gas in numbers

Take the round model parameters $n=10^{16}\ \mathrm{cm^{-3}}$ and $T=10^4$ K. Then $kT=1.38065\times10^{-12}$ erg, and with $e^2=2.30708\times10^{-19}$ erg cm,

$$\kappa=\sqrt{\frac{4\pi(10^{16})(2.30708\times10^{-19})}{1.38065\times10^{-12}}}\ \mathrm{cm^{-1}}=1.449\times10^5\ \mathrm{cm^{-1}}.$$

The screening length is $6.90\times10^{-6}$ cm, while $\Lambda=2.97\times10^{-8}$ cm. The conditions for the ring sum plus $f_x$ to approach $f_{\rm DH}$, and for linear screening, are met:

- degeneracy: $n\Lambda^3=2.6\times10^{-7}$;
- quantum motion: $t=\kappa\Lambda=0.0043$;
- first-order exchange: $f_x/f_{\rm DH}=\frac{3\pi}2(6.10\times10^{-5})=2.9\times10^{-4}$;
- linear screening: $\kappa e^2/kT=0.024$.

The ratio of the last parameter to $t$ is $e^2/(kT\Lambda)=5.6$, which is not small. Two electrons at a distance $\Lambda$ repel strongly, so neither $f_x$ nor the linear term of (4) gives the true exchange or quantum correction of this gas. For two electrons with the full Coulomb repulsion the exchange shift is about $5\times10^{-5}$ and the direct quantum shift about $1\times10^{-4}$ of $|f_{\rm DH}|$, both smaller than the perturbative values.

The limiting free energy density is

$$f_{\rm DH}=-\frac{(1.38065\times10^{-12})(1.44909\times10^5)^3}{12\pi}\ \mathrm{erg\,cm^{-3}}=-111.4\ \mathrm{erg\,cm^{-3}},$$

or $-11.14\ \mathrm{J\,m^{-3}}$. Per electron this is $-6.96$ meV, or $-0.0081\,kT$: a small correction to an almost ideal gas.

The numerical ring sum for the same parameters is $0.99857f_{\rm DH}=-111.3\ \mathrm{erg\,cm^{-3}}$, and (4) also gives the factor 0.99857. The nonzero frequencies supply $3.4\times10^{-5}$ of $f_{\rm DH}$. This 0.14% difference measures how closely the ring sum has reached its classical limit. It does not measure the accuracy of the ring sum for the real plasma, since the parameter governing nonlinear screening, 0.024, is larger than $t$.

## Calculated quantities

```
density n = 1.000e+16 cm^-3
temperature T = 10000.0 K
thermal energy kT = 1.38065e-12 erg
e^2 = 2.30708e-19 erg cm
kappa = 1.44909e+05 cm^-1
screening length 1/kappa = 6.90090e-06 cm
Lambda = 2.97365e-08 cm
kappa*Lambda = 0.004309 (dimensionless)
n*Lambda^3 = 2.629e-07 (dimensionless)
fugacity = 2.071e-06 (dimensionless)
kappa*e^2/kT = 0.02421 (dimensionless)
n*Lambda^2/kappa = 6.102e-05 (dimensionless)
response at Lambda*q = 1: l, Lindhard, g_l (dimensionless)
  0  0.9206880  0.9206886
  1  0.0234863  0.0234863
  2  0.0062065  0.0062065
example, q = kappa: 1-g_0 = 1.547e-06 (dimensionless)
example, q = kappa: g_1 = 4.703e-07 (dimensionless)
classical x integral = -1.04719755 (dimensionless)
-pi/3 = -1.04719755 (dimensionless)
second-order ring/DH, q_min = 0.1 kappa: 4.7746
second-order ring/DH, q_min = 0.01 kappa: 47.7465
energy density u/(kT kappa^3) = -0.03978874
charging result f/(kT kappa^3) = -0.02652582
J0 = 0.402002 (dimensionless)
coefficients of kappa*Lambda in f_ring/DH: numeric, formula
  zero frequency: -0.34020  -0.34021
  nonzero frequencies: 0.007867  0.007873
  total: -0.33233  -0.33234
kappa*Lambda, l=0 part/DH, l!=0 part/DH, total/DH
  0.20  0.936601  1.573e-03  0.938174
  0.10  0.967183  7.867e-04  0.967970
  0.05  0.983296  3.934e-04  0.983690
  0.02  0.993245  1.573e-04  0.993403
  0.01  0.996610  7.867e-05  0.996689
example l=0 part/DH = 0.9985363
example l!=0 part/DH = 3.390e-05
example total ring/DH = 0.9985702
example first-order prediction = 0.9985679
Debye-Hueckel f = -111.43852 erg cm^-3
Debye-Hueckel f = -11.143852 J m^-3
ring sum f = -111.27919 erg cm^-3
Debye-Hueckel f/(n kT) = -0.008071 (dimensionless)
Debye-Hueckel f/n = -6.95545 meV
energy density u = -167.15778 erg cm^-3
exchange f_x = -0.03205 erg cm^-3
exchange/DH = 2.876e-04 (dimensionless)
```
